# Electron Counting and Band Filling on Si(111) 7×7

## Problem

The clean Si(111) surface reconstructs into a 7×7 cell described by the dimer–adatom–stacking-fault (DAS) model. Going upward, the relevant part of one cell consists of

- a base layer of 49 atoms, each with three bonds downward and one orbital pointing upward;
- a dimer layer of 48 atoms, one above each base atom except the one at the cell corner;
- an upper layer of 42 atoms, 21 in each triangular half of the cell, each bonded to three dimer-layer atoms;
- 12 adatoms, each bonded to three upper-layer atoms, with no upper-layer atom shared between adatoms.

Of the dimer-layer atoms, 18 lie on the boundaries of the triangular halves and are joined in 9 pairs. Upper-layer atoms without an adatom bond are called rest atoms. The base atom with nothing above it is the corner-hole atom.

(a) Find the number of dangling bonds and of electrons in them for a neutral surface. Extend the count to a $(2n+1)\times(2n+1)$ DAS cell.

(b) Fill the rest-atom and corner-hole orbitals first. How many electrons remain for the adatoms, and what energy condition justifies this order?

(c) Show when the filling order survives hopping between the orbitals.

(d) Decide whether the remaining electrons must form a metal, and state the assumptions.

(e) Apply the results to a tight-binding model with rough silicon-like parameters, and estimate the main neglected effects.

## Solution

### (a) Counting the dangling bonds

A silicon atom has four valence electrons and forms four bonds in the bulk. Assign one of its electrons to each of its four bonding directions. A completed bond then receives one electron from each partner, and a direction without a partner is a dangling bond with one electron.

First check that the dimer layer is saturated. Each of its 18 paired atoms has one bond down, one to its partner and two up. Each of the other $48-18=30$ atoms has one bond down and three up. The number of upward bonds is

$$
18\times2+30\times3=126=42\times3 ,
$$

which is the number of downward bonds needed by the upper layer. No dangling bond is left in the dimer layer.

The base layer has $49-48=1$ unsatisfied orbital, in the corner hole. Each upper-layer atom has used three of its four valences, so 42 orbitals point upward. The adatoms saturate $12\times3=36$ of them, leaving $42-36=6$ rest atoms. Each adatom has three bonds and therefore one dangling bond of its own. Hence

$$
N_{\rm db}=12+6+1=19 .
$$

With one electron in each, there are 19 dangling-bond electrons per cell. An unreconstructed surface of the same area has 49.

For a DAS cell of side $2n+1$, the upper layer has $2n(2n+1)$ atoms. The adatoms form a 2×2 pattern with $n(n+1)/2$ of them in each half, or $n(n+1)$ in the cell. The number of rest atoms is therefore

$$
2n(2n+1)-3n(n+1)=4n^2+2n-3n^2-3n=n(n-1).
$$

Adding the single corner-hole orbital gives

$$
N_{\rm db}=n(n+1)+n(n-1)+1=2n^2+1 .
$$

This number is odd for every integer $n$. For $n=3$ it is 19. Counting bonds from explicit atomic coordinates for $n=1$ to 4 gives the same formula, with totals 3, 9, 19 and 33.

### (b) Filling the lower orbitals first

There are $6+1=7$ rest-atom and corner-hole orbitals. Each can hold two electrons of opposite spin, so together they take 14. The adatoms retain

$$
19-2\times7=5
$$

electrons in 12 orbitals, an average of $5/12\approx0.42$ electron per orbital. In the general DAS cell the remainder is

$$
2n^2+1-2[n(n-1)+1]=2n-1 ,
$$

which is again odd.

Filling the lower orbitals twice is an energetic assumption, because two electrons in one orbital repel each other. Take the adatom level as the energy zero, let the first electron in a lower orbital have energy $-D$ with $D>0$, and let $U>0$ be the repulsion between two electrons in the same orbital. For the moment neglect hopping and repulsion between different sites.

Start with one electron in every orbital. Moving an electron from an adatom to a lower orbital changes the energy of these two sites from $-D$ to $-2D+U$:

$$
\Delta E=(-2D+U)-(-D)=U-D .
$$

If $D>U$, each of the seven possible transfers lowers the energy, and the distribution is 14 lower-orbital plus 5 adatom electrons. If $0<D<U$, none of them does. The opposite transfer, from a lower orbital to an occupied adatom, costs $D+U$, so the distribution stays at 7 plus 12. A lower first-electron level is thus not sufficient: the level for adding the second electron, $-D+U$, must also lie below the adatom level.

Repulsion between sites modifies this threshold. A transfer leaves a positive adatom and a negative rest atom, and their attraction favours an isolated transfer between neighbours. When many electrons move, all the pair energies have to be summed.

### (c) When hopping preserves the order

Now treat the electrons as independent, with their mean repulsion absorbed into fixed effective levels. The level of a lower orbital is taken for its doubly occupied state. At each wave vector $\mathbf k$, order the orbitals so that

$$
H(\mathbf k)=\begin{pmatrix}A(\mathbf k)&V(\mathbf k)\\ V^\dagger(\mathbf k)&B(\mathbf k)\end{pmatrix},
$$

where $A$ is the 12×12 adatom block, $B$ is the 7×7 block of lower orbitals, and $V$ couples them. Let $E_1\le E_2\le\dots\le E_{19}$ be the eigenvalues of $H$, $b_{\max}$ the largest eigenvalue of $B$, and $a_{\min}$ the smallest eigenvalue of $A$.

The eigenvectors belonging to $E_7,\dots,E_{19}$ span 13 dimensions. The lower orbitals span 7. Since $13+7=20$ exceeds the total dimension 19, the two spaces share a normalized vector $u$. Its energy satisfies

$$
E_7\le u^\dagger Hu=u^\dagger Bu\le b_{\max}.
$$

In the middle expression, $u$ is restricted to its seven lower-orbital components. The coupling $V$ drops out because the adatom components vanish.

Likewise, the eigenvectors belonging to $E_1,\dots,E_8$ span 8 dimensions and the adatom orbitals span 12. These spaces also share a normalized vector, $v$, so

$$
a_{\min}\le v^\dagger Av=v^\dagger Hv\le E_8 .
$$

If the highest $b_{\max}$ over all $\mathbf k$ lies below the lowest $a_{\min}$ over all $\mathbf k$, seven bands are separated from the other twelve for any coupling $V$. At zero temperature 19 electrons fill these seven bands with 14 and leave 5 for the upper twelve. Hybridization changes the charge found on each atom, but it does not change this band count.

### (d) Does this imply a metal?

Five electrons in twelve orbitals do not imply a metal merely because the orbitals are partly filled. Four electrons could fill two bands and six could fill three, with a gap above them. The odd number is what matters.

Assume that the surface cell is neutral, the 7×7 period is unbroken, and each band is doubly degenerate in spin. Let $f_j$ be the fraction of wave vectors at which upper band $j$ is occupied at zero temperature. Then $0\le f_j\le1$ and

$$
2\sum_{j=8}^{19}f_j=5,\qquad \sum_{j=8}^{19}f_j=\frac52 .
$$

If every band were full or empty, each $f_j$ would be 1 or 0 and the sum would be an integer. This is impossible, so at least one band is partly filled. If that band has dispersion, it contains occupied and empty states on the two sides of the Fermi level. It is continuous in $\mathbf k$, so it crosses the Fermi level, and the surface is metallic in band theory. A perfectly flat band would also have no gap, but its electrons would have zero group velocity.

The assumptions can fail in specific ways:

- **An even count.** Suppose one adatom per cell is saturated by a hydrogen atom. The new bond uses the dangling-bond electron and the hydrogen electron. This leaves 18 dangling-bond electrons, of which 4 belong to 11 adatom orbitals if the filling order is unchanged. Parity then permits a gap but does not guarantee one.
- **Magnetism.** If the two spins have different bands, each spin band holds one electron per cell. Three upper bands of one spin and two of the other can then be full.
- **A doubled period.** Two cells together contain 10 adatom electrons, which can fill five spin-degenerate bands.
- **Strong correlation.** If one electron per cell sits in an isolated orbital, moving it to the same orbital in another cell creates an empty and a doubly occupied orbital. Without hopping this costs $U$, although band theory calls the band half full.

### (e) A worked tight-binding model

**Parameters.** The silicon lattice parameter gives a 1×1 surface constant $a=0.3840$ nm. The cell area is

$$
49\,\frac{\sqrt3}{2}\,(0.3840\ {\rm nm})^2\approx6.26\ {\rm nm^2}.
$$

Five electrons per cell correspond to $5/6.26\approx0.80$ electron per nm².

Choose effective levels of $0$ for adatoms, $-0.80$ eV for rest atoms and $-1.00$ eV for the corner hole. Two orbitals at in-plane distance $d$ are coupled by

$$
t(d)=-(0.10\ {\rm eV})\exp\!\left[-\frac{d-d_0}{0.30\ {\rm nm}}\right],
\qquad d_0=\frac{2a}{\sqrt3}=0.443\ {\rm nm},
$$

up to a cutoff of 0.787 nm. Here $d_0$ is the nearest in-plane adatom–rest-atom distance. Differences in height are ignored, which overstates the coupling to the low-lying corner-hole atom. Setting that coupling to zero leaves the same two bands at the Fermi level. For the nearest adatoms, at 0.665 nm, the hopping magnitude is $0.10\,e^{-0.74}\approx0.048$ eV. These are round model parameters, not a first-principles calculation. The Hamiltonian is diagonalized on a 24×24 mesh of wave vectors.

**Separation of the bands.** The top of block $B$ is at $-0.766$ eV and the bottom of block $A$ at $-0.174$ eV. The condition of part (c) holds, and it guarantees a gap of at least

$$
-0.174-(-0.766)=0.592\ {\rm eV}
$$

on this mesh. With the coupling included, the seventh band ends at $-0.790$ eV and the eighth begins at $-0.107$ eV. The actual gap is 0.683 eV, consistent with the lower bound.

**Filling of the adatom bands.** The upper twelve bands have a total width of 0.233 eV. The zero-temperature Fermi level is at $-0.045$ eV and cuts bands 9 and 10. Band 8 is therefore full and bands 11 to 19 are empty. Of the five electrons, two are in band 8, and bands 9 and 10 share the other three:

$$
2+2(f_9+f_{10})=5,\qquad f_9+f_{10}=\frac32 .
$$

At 300 K the thermal energy is 0.026 eV, about one ninth of the width of the upper group. Bands 8, 9 and 10 then hold 1.65, 1.21 and 0.96 electrons, and higher bands are also populated. The upper group still contains 5.00 electrons, since the gap below it is about 26 times the thermal energy.

**Band count and atomic charge.** The charge projected on the adatoms at 300 K is 5.33 electrons, not 5. The sign of the difference follows from the weights of the orbitals. Let $w$ be the adatom weight in the seven lower bands, summed over bands and averaged over $\mathbf k$. These bands contain seven states in total, so their lower-orbital weight is $7-w$. There are seven lower orbitals, so the missing weight $w$ must lie in the upper twelve bands.

The full lower bands contribute $2w$ electrons to the adatoms. The five upper-band electrons contribute $5-x$, where $x$ is their charge on the lower orbitals. Even if all upper states were full, this charge would be $2w$, so $x\le2w$. Therefore

$$
Q_{\rm ad}=2w+5-x\ge5 .
$$

The excess of 0.33 electron is a result of hybridization and does not contradict the count of five.

**Sensitivity to the levels.** Real adatoms are not all equivalent, because they differ in their distance from the corner holes and in the stacking beneath them. With the hopping and lower levels held fixed, 20 sets of random adatom shifts within $\pm0.2$ eV all left a band crossing the Fermi level.

A more strongly split example shows the role of parity. Keep the hopping and lower levels, but put two adatom levels at 0, one at 1 eV and nine at 2 eV. The first three are taken in a row along one edge of a triangular half, with the 1 eV level at the end of the row; other choices change the gaps by a few hundredths of an eV. Four adatom electrons give an insulator with a gap of 0.96 eV, and six give one with a gap of 0.87 eV. With five, band 10 crosses the Fermi level.

Now shift the level at 1 eV by $-0.3$ eV for one spin and $+0.3$ eV for the other. The five-electron system acquires a gap of 0.59 eV. Shifting the same level by $\pm0.3$ eV in alternate cells, equally for both spins, also gives 0.59 eV. These imposed shifts show that magnetism or a doubled period can remove the metal. They do not show that either occurs on silicon.

**Electron repulsion.** Take a rough orbital radius of 0.20 nm and, for a charge at the surface, the mean relative permittivity of silicon and vacuum, $(11.7+1)/2=6.35$. A screened point-charge estimate gives

$$
U\approx\frac{e^2}{4\pi\varepsilon_0(6.35)(0.20\ {\rm nm})}\approx1.1\ {\rm eV}.
$$

This is nearly five times the adatom band width of the model. The ratio depends on the chosen hopping: it runs from about 8.5 to 2.6 as the prefactor goes from 0.05 to 0.30 eV. The same estimate for two nearest adatoms gives 0.34 eV, which also exceeds the width. Continuum screening is crude at these distances, but the estimate gives no support for treating repulsion as a small correction.

It also gives a scale for part (b). There, energies are measured from the adatom level without repulsion. The effective adatom level used here includes a mean repulsion of about $(5/24)U\approx0.24$ eV, because each adatom orbital holds on average $5/24$ electron of each spin. Measured from the level without repulsion, the doubly occupied rest-atom level is $-D+U\approx-0.80+0.24=-0.56$ eV, so $D\approx1.7$ eV. This value keeps only the on-site repulsion, as part (b) does, and it is not an independent prediction of the charge transfer. Repulsion between sites is not small here. With the same screened point charges, $+7/12$ on each adatom and $-1$ on each rest atom and corner-hole atom, all taken in one plane, the lattice sum lowers the rest-atom level relative to the mean adatom level by about 1.1 eV. The same effective level then corresponds to $D\approx0.6$ eV, which is below $U$. The chosen level therefore does not fix $D$, and the simple threshold $D>U$ cannot be applied when the intersite terms are of this size.

**Exchange of charge with the substrate.** Let the substrate have dopant density $N$ and a depleted layer of width $\ell$. Integrating Poisson's equation across the layer gives a band bending $\phi=eN\ell^2/(2\varepsilon)$. The number of charges per area is therefore

$$
N\ell=\sqrt{\frac{2\varepsilon N\phi}{e}} .
$$

For $N=10^{16}$ cm$^{-3}$ and $\phi=0.5$ V, this amounts to 0.016 electron per 7×7 cell. An n-type substrate changes the count from 5 to about 5.016, and a p-type substrate in depletion changes it to about 4.984. Neither is an even integer, so the bands remain partly filled.

**Comparison with the real surface.** On real Si(111) 7×7, the filled rest-atom states lie roughly 1 eV below the Fermi level, and adatom states are found at the Fermi level at room temperature. The chosen levels are in this regime, and the band count agrees with that metallic character. At the doping of $10^{16}$ cm$^{-3}$ used above, charge exchange with the substrate moves the count by about 0.3%. At fixed band bending this shift grows as $\sqrt N$, reaching about 3% at $10^{18}$ cm$^{-3}$. The assumption of independent electrons is much less secure: the estimated $U$ is several times the band width of the model, which is set by the chosen hopping. A large ratio alone does not produce a gap of order $U$, because five or six electrons in twelve equivalent orbitals can avoid double occupancy. A gap of order $U$ would also need inequivalent adatoms or intersite repulsion to isolate a half-filled orbital. The count thus establishes a metal within spin-degenerate band theory at the 7×7 period, but it cannot exclude a correlated insulating state at low temperature.

## Computed results

```
Base atoms / unreconstructed dangling bonds per cell: 49
Atoms in layer below adatoms per cell: 42
Dimers per cell: 9
Adatom, rest-atom, corner-hole orbitals: 12 6 1
Dangling-bond electrons per cell: 19
Electrons in filled lower orbitals: 14
Electrons left for adatom orbitals: 5
Electrons per adatom orbital: 0.4167
3x3 cell: total electrons 3, adatom electrons 1
5x5 cell: total electrons 9, adatom electrons 3
7x7 cell: total electrons 19, adatom electrons 5
9x9 cell: total electrons 33, adatom electrons 7
Surface lattice constant: 0.3840 nm
7x7 cell area: 6.258 nm^2
Input rest-atom level: -0.80 eV
Input corner-hole level: -1.00 eV
Input nearest adatom-rest hopping magnitude: 0.10 eV
Input hopping decay length: 0.30 nm
Nearest adatom-rest in-plane distance: 0.4434 nm
Hopping cutoff: 0.7873 nm
k-point mesh: 24 x 24
Top of uncoupled lower block B: -0.7661 eV
Bottom of uncoupled adatom block A: -0.1740 eV
Top of seventh band: -0.7898 eV
Bottom of eighth band: -0.1066 eV
Gap between band groups: 0.6832 eV
Total width of twelve upper bands: 0.2334 eV
Zero-temperature Fermi level: -0.0449 eV
Bands crossing Fermi level (counted from 1): [9, 10]
Temperature: 300 K; thermal energy: 0.0259 eV
Electrons in bands 8 to 13 at this temperature: [1.65, 1.21, 0.96, 0.49, 0.33, 0.21]
Electrons in all twelve upper bands: 5.0000
Electrons projected on adatoms: 5.332
Metallic random-level trials: 20 of 20
Split-level gap, 4 adatom electrons: 0.963 eV
Split-level bands crossed, 5 adatom electrons: [10]
Split-level gap, 6 adatom electrons: 0.875 eV
Gap with exchange splitting, 5 electrons: 0.594 eV
Gap with doubled period, 10 electrons: 0.594 eV
Rough inputs: Si permittivity 11.7, orbital radius 0.20 nm
Estimated on-site repulsion U: 1.134 eV; U/width: 4.86
Nearest adatom spacing: 0.6652 nm
Estimated adatom-pair repulsion: 0.341 eV
Lower-orbital electrons for depth U+0.1 eV: 14
Lower-orbital electrons for depth U-0.1 eV: 7
Doping: 1.0e+16 cm^-3; band bending: 0.5 V
Substrate charge exchanged per cell: 0.0159 electrons
```
